# Polarizability of a weakly bound s-wave anion, applied to H⁻

## Problem

An electron is bound to a neutral core with electron affinity \(A\). The core has no permanent dipole moment, its potential \(U(r)\) vanishes beyond a radius \(R\), and the bound state is an s state.

1. Shrink the core to a point that acts on s waves alone. Find the static polarizability \(\alpha\) and its dependence on \(A\).
2. Restore the finite core. Which factor corrects the result, and does the law survive as \(A\to0\)? Does it also hold for a p electron?
3. Estimate \(\alpha\) for H⁻ with and without the correction, and compare with the reference value of 206 atomic units.

Gaussian units are used, with electron charge \(-e\). One atomic unit of polarizability is one bohr³. The polarizability is defined by the second-order energy \(E_2=-\tfrac12\alpha F^2\) in a field \(F\) along \(z\). A static field eventually pulls the electron off, so \(F\) is taken weak enough for this slow decay to be ignored.

## Solution

### 1. The zero-range core

Outside the core the electron is free, with energy \(-A\). Define \(\kappa\) by \(A=\hbar^2\kappa^2/2m\). The decaying s wave is

\[
\psi_0=N\,\frac{e^{-\kappa r}}{r},\qquad
1=4\pi N^2\int_0^\infty e^{-2\kappa r}dr=\frac{2\pi N^2}{\kappa},
\]

so \(N=\sqrt{\kappa/2\pi}\).

A charge \(-e\) in the field has the extra energy \(V=+eFz\). Its mean value in \(\psi_0\) vanishes by parity, so the first-order correction \(\psi_1\) obeys \((H_0+A)\psi_1=-V\psi_0\). The right side is a p wave, on which the point core does not act, and \(H_0\) reduces to the kinetic energy. Multiplication by \(2m/\hbar^2\) gives

\[
(-\nabla^2+\kappa^2)\psi_1=-\frac{2meF}{\hbar^2}\,z\,\psi_0 .
\]

Try \(\psi_1=C\,z\,r\,\psi_0=CN\,z\,e^{-\kappa r}\). For any \(g(r)\),

\[
\nabla^2(zg)=z\nabla^2g+2\frac{\partial g}{\partial z}
=z\left(g''+\frac{2g'}{r}\right)+\frac{2zg'}{r}
=z\left(g''+\frac{4g'}{r}\right).
\]

With \(g=e^{-\kappa r}\) this is \(z(\kappa^2-4\kappa/r)g\), and therefore

\[
(-\nabla^2+\kappa^2)\psi_1=CN\,\frac{4\kappa}{r}\,z\,e^{-\kappa r}=4\kappa C\,z\,\psi_0 .
\]

Comparison with the required right side gives \(C=-meF/(2\hbar^2\kappa)\). The solution is unique: a decaying p wave that solves the equation without a source behaves as \(1/r^2\) at the origin and is not normalizable. The negative sign of \(C\) means that the electron moves towards negative \(z\), along the force \(-eF\).

The second-order energy is \(E_2=\langle\psi_0|V|\psi_1\rangle=eFC\langle z^2r\rangle\). Since \(\alpha=-2E_2/F^2\), and \(\langle z^2r\rangle=\langle r^3\rangle/3\) in an s state,

\[
\alpha=\frac{me^2}{\hbar^2\kappa}\,\frac{\langle r^3\rangle}{3},\qquad
\langle r^3\rangle=2\kappa\int_0^\infty r^3e^{-2\kappa r}dr
=2\kappa\,\frac{3!}{(2\kappa)^4}=\frac{3}{4\kappa^3}.
\]

With \(\kappa^4=4m^2A^2/\hbar^4\) the result is

\[
\boxed{\;\alpha_0=\frac{me^2}{4\hbar^2\kappa^4}=\frac{e^2\hbar^2}{16\,mA^2}\;}
\]

The inverse square has a simple origin. The squared size of the state grows as \(1/\kappa^2\propto1/A\), and the excitation energies that matter shrink in proportion to \(A\). Their quotient grows as \(1/A^2\).

### 2. The finite core

**The tail amplitude.** Write \(\psi_0=u(r)/(\sqrt{4\pi}\,r)\), so that \(\int_0^\infty u^2dr=1\). Outside the core

\[
u=B\sqrt{2\kappa}\,e^{-\kappa r}\qquad(r>R),
\]

where \(B=1\) is the zero-range case. Inside, set \(u=B\sqrt{2\kappa}\,e^{-\kappa R}v(r)\) with \(v(R)=1\), and let \(\ell=\int_0^Rv^2dr\). The outer part of the norm is \(B^2e^{-2\kappa R}\), and the inner part is \(2\kappa\ell\) times that. Hence

\[
B^2=\frac{e^{2\kappa R}}{1+2\kappa\ell}=1+2\kappa(R-\ell)+O(\kappa^2).
\]

As \(\kappa\to0\), \(v\) tends to the finite solution at zero binding, so \(\ell\) stays finite and \(B^2\to1\).

**The response.** Write \(\psi_1=-(2meF/\hbar^2)\cos\theta\,w(r)/(\sqrt{4\pi}\,r)\). Then

\[
-w''+\frac{2w}{r^2}+\frac{2mU}{\hbar^2}w+\kappa^2w=r\,u,\qquad
\alpha=\frac{4me^2}{3\hbar^2}\int_0^\infty u\,r\,w\,dr,
\]

where the \(3\) comes from the angular average of \(\cos^2\theta\). Outside the core the general decaying solution is

\[
w=B\sqrt{2\kappa}\,e^{-\kappa r}\left[\frac{r^2}{4\kappa}+D\left(1+\frac1{\kappa r}\right)\right].
\]

The first term is the response found in part 1, multiplied by \(B\). Continued to the origin, it gives \(B^2\alpha_0\). The second term describes the distortion of the p wave by the core. At \(r=R\) the two terms are of comparable size, \(D/(\kappa R)\sim R^2/\kappa\), so \(D\sim R^3\), provided the core has no p level close to zero energy. The contribution of \(D\) to the integral is of order \(B^2R^3/\kappa\), while the main term is \(3B^2/(16\kappa^4)\). The relative change is of order \((\kappa R)^3\), and inside the core \(u\sim\sqrt\kappa\) and \(w\sim\sqrt\kappa\,R^2/\kappa\) give an integral of order \(R^4\), so the relative error made there is of order \((\kappa R)^4\). Therefore

\[
\alpha=B^2\,\frac{e^2\hbar^2}{16\,mA^2}\left[1+O\big((\kappa R)^3\big)\right].
\]

The correction \(B^2\) is of first order in \(\kappa R\), and what remains is of third order. This order needs a potential that vanishes beyond \(R\). A real atom attracts the electron at long range with \(-\alpha_c e^2/2r^4\), where \(\alpha_c\) is its own polarizability, and with such a tail the remainder is of second order in \(\kappa\), still smaller than the correction in \(B^2\). Since \(B^2\to1\), the inverse-square law holds in the limit of weak binding.

**A p electron behaves differently.** Its outer function is \(u=c\,(\kappa+1/r)\,e^{-\kappa r}\). At zero binding this becomes \(c/r\), which is normalizable at large \(r\). The norm then stays near the core and \(c\) tends to a constant. The source \(r\,u\) is of order \(c\) out to \(r\sim1/\kappa\), so \(w\sim c/\kappa^2\) there, and \(\int u\,r\,w\,dr\sim c^2/\kappa^3\). The polarizability diverges as \(A^{-3/2}\). The inverse-square law thus belongs to s electrons, not to weakly bound anions in general.

**A numerical case.** For a square well of radius 1 bohr, the polarizability was computed by solving the radial equations on a grid; for the p electron it is the average over the three orientations, with s and d response channels. Between \(\kappa=0.02\) and \(0.01\) bohr⁻¹ the power of \(A\) is \(-1.993\) for the s electron and \(-1.498\) for the p electron. The small departure from \(-2\) comes from \(B^2\), which falls from 1.0202 to 1.0101 over this interval and changes the power by \(\ln(1.0202/1.0101)/\ln4=0.007\).

### 3. The hydrogen anion

**Reduction to one electron.** H⁻ has two electrons in a spatially symmetric state \(\Psi\). Let \(\varphi\) be the 1s orbital of the neutral atom and \(\chi\) a p wave of the detached electron. The detached state is \([\varphi(1)\chi(2)+\chi(1)\varphi(2)]/\sqrt2\). Because \(\Psi\) and \(z_1+z_2\) are symmetric, both terms contribute equally, and the dipole element is

\[
\sqrt2\,\langle\varphi(1)\chi(2)|z_1+z_2|\Psi\rangle
=\langle\chi|z|d\rangle+\sqrt2\,\langle\varphi(1)\chi(2)|z_1|\Psi\rangle,
\]

\[
d(\mathbf r_2)=\sqrt2\int\varphi(\mathbf r_1)\,\Psi(\mathbf r_1,\mathbf r_2)\,d^3r_1 .
\]

The excitation energy is \(A\) plus the kinetic energy of the free electron, as in part 1. The estimate keeps the first term, takes free p waves for \(\chi\), and replaces the overlap orbital \(d\) by its tail \(B\sqrt{\kappa/2\pi}\,e^{-\kappa r}/r\). It leaves out the second term, in which the dipole acts on the core electron, as well as exchange, the distortion of the p wave, and all final states in which the atom is excited or ionized, which carry the polarizability of the core itself. The result is an estimate, not a bound.

**Input.** A variational calculation with explicitly correlated functions, for a fixed nucleus and without relativity, gives an ion energy of \(-0.527751\) hartree. The neutral atom has \(-0.5\) hartree, so \(A=0.027751\) hartree, or 0.755 eV. In atomic units

\[
\kappa=\sqrt{2A}=\sqrt{0.055502}=0.2356\ \text{bohr}^{-1}.
\]

The decay length \(1/\kappa\) is 4.2 bohr. The ratio of \(d\) to the tail with \(B=1\) is 1.623, 1.627 and 1.628 at 8, 10 and 12 bohr. It is still rising slowly, because the polarization attraction of the neutral atom (\(\alpha_c=4.5\) a.u.) reaches far out, and it tends to 1.630. The value at 10 bohr gives \(B^2=2.65\), which is used below; the asymptotic value gives \(B^2=2.66\). This is not a probability. It is the norm that the tail would have if it were continued to the origin, and it may exceed one.

**Estimates.**

\[
\alpha_0=\frac1{16A^2}=\frac1{16\,(0.027751)^2}=81.2\ \text{a.u.},
\qquad
B^2\alpha_0=2.646\times81.16\approx215\ \text{a.u.}
\]

The uncorrected value lies 61 % below 206, and the corrected one 4 % above it. With the asymptotic \(B^2=2.66\) the corrected value is 216 a.u., 4.7 % above. A separate calculation of the full two-electron response, again with correlated functions, gives 206.10 a.u. with half of the basis and 206.15 a.u. with all of it, which supports the reference value. The last digit is not converged: larger bases raise the result by about 0.015 a.u., to 206.165 a.u. In other units, the estimate is 31.8 Å³ (32.0 Å³ with the asymptotic \(B\)) and the full result 30.55 Å³.

| System | \(\kappa\) (bohr⁻¹) | \(B^2\) | \(\alpha_0\) (a.u.) | full \(\alpha\) (a.u.) | \(\alpha/(B^2\alpha_0)\) |
|---|---|---|---|---|---|
| well | 0.04 | 1.041 | 9.77×10⁴ | 1.017×10⁵ | 1.0000 |
| well | 0.02 | 1.020 | 1.56×10⁶ | 1.594×10⁶ | 1.0000 |
| well | 0.01 | 1.010 | 2.50×10⁷ | 2.525×10⁷ | 1.0000 |
| H⁻ | 0.236 | 2.65 | 81.2 | 206 | 0.96 |

**How far to trust the estimate.** In the wells \(B^2\) is a correction of a few per cent. In H⁻ it is the larger part of the answer, so the bare inverse-square law does not give the magnitude there. The corrected formula still works because the integrand \(r^3e^{-2\kappa r}\) favours large distances. With \(x=2\kappa r_c\), the share from \(r<r_c\) is

\[
\frac{1}{3!}\int_0^{x}t^3e^{-t}dt=1-e^{-x}\left(1+x+\frac{x^2}{2}+\frac{x^3}{6}\right).
\]

For \(r_c=3\) bohr, \(x=1.41\) and the share is 5.5 %. The true \(d\) is smaller than the continued tail in this region: the ratio to the \(B=1\) tail is 1.55 at 3 bohr and 1.17 at 1 bohr, against 1.63 far out. Using the tail there pushes the estimate upwards, in the direction of the 4 % excess. This accounts for only about half of it. With the true \(d\) in place of its tail, and still with free p waves, the estimate falls to 210 a.u.; adding the term in which the dipole acts on the core electron lowers it to 205 a.u. The remaining omissions together add about 1 a.u.

The numerical check accompanying this solution covers the zero-range formula, the square wells and the H⁻ calculation.

## Computed results

```
Square well, radius 1 bohr, s electron
kappa = 0.04 1/bohr: alpha = 1.01660e+05 a.u., B^2 = 1.0410
  alpha / [B^2/(4 kappa^4)] = 1.00003
kappa = 0.02 1/bohr: alpha = 1.59413e+06 a.u., B^2 = 1.0202
  alpha / [B^2/(4 kappa^4)] = 1.00000
kappa = 0.01 1/bohr: alpha = 2.52515e+07 a.u., B^2 = 1.0101
  alpha / [B^2/(4 kappa^4)] = 1.00000
power of A, s electron, kappa 0.02 to 0.01: -1.993
power of A, p electron, kappa 0.02 to 0.01: -1.498
H-, correlated calculation
functions in S and P bases: 180 and 180
ion energy, half basis: -0.527751 hartree
ion energy, full basis: -0.527751 hartree
electron affinity A: 0.027751 hartree
electron affinity A: 0.7551 eV
kappa: 0.23559 1/bohr
decay length 1/kappa: 4.245 bohr
overlap orbital / (B=1 tail) at r = 1 bohr: 1.1721
overlap orbital / (B=1 tail) at r = 3 bohr: 1.5501
overlap orbital / (B=1 tail) at r = 6 bohr: 1.6150
overlap orbital / (B=1 tail) at r = 8 bohr: 1.6234
overlap orbital / (B=1 tail) at r = 10 bohr: 1.6268
overlap orbital / (B=1 tail) at r = 12 bohr: 1.6282
B taken at 10 bohr: 1.6268
B^2: 2.646
zero-range alpha, B = 1: 81.16 a.u.
corrected zero-range alpha: 214.8 a.u.
corrected zero-range alpha: 31.8 angstrom^3
full alpha, half basis: 206.10 a.u.
full alpha, full basis: 206.15 a.u.
full alpha, full basis: 30.5 angstrom^3
B = 1 estimate relative to 206: -60.6 %
corrected estimate relative to 206: 4.3 %
share of tail integral from r < 3 bohr: 5.5 %
```
